# Two derivations of the T-squared thermal conductivity of a glass

A heat-flow calculation for a silica-based device below 1 K has to choose a conductivity for the dielectric. One choice is a bulk value proportional to $T^2$. The other is a value set by the thickness of the layer. The decision starts from the distance a thermal phonon travels before a tunnelling two-level system absorbs it, compared with the thickness. The direction of the heat flow and the smoothness of the faces also matter. Two derivations of the bulk law follow, one counting phonons and one following classical strain waves and their thermal emission. Both give this mean free path.

## The model and the result

A glass contains atoms or groups of atoms that can tunnel between two nearby positions. Each such two-level system (TLS) has an asymmetry $\Delta$ and a tunnelling energy $\Delta_0$:

$$H_0=\tfrac12(\Delta\,\sigma_z+\Delta_0\,\sigma_x),\qquad E=\sqrt{\Delta^2+\Delta_0^2}.$$

Its levels are $\pm E/2$. A strain $e$ adds $\gamma_\alpha e\,\sigma_z$, so it changes the asymmetry by $2\gamma_\alpha e$. The index $\alpha$ runs over one longitudinal and two transverse branches, and $\gamma_\alpha^2$ is an average over TLS orientations. SI units are used in the formulas.

The distribution is flat only in suitable variables. The tunnelling energy depends exponentially on a barrier parameter, and the distribution is taken as flat in $\Delta$ and in that parameter, hence in $\ln\Delta_0$. The number of TLS per unit volume is then

$$P(\Delta,\Delta_0)\,d\Delta\,d\Delta_0=\frac{\bar P}{\Delta_0}\,d\Delta\,d\Delta_0,\qquad \Delta\ge0 .$$

Put $\Delta=E\cos\theta$ and $\Delta_0=E\sin\theta$, with $0<\theta<\pi/2$. The area element is $E\,dE\,d\theta$, so the density becomes $\bar P\,dE\,d\theta/\sin\theta$.

In the energy eigenbasis, with Pauli matrices $s_i$,

$$H_0=\tfrac12E\,s_z,\qquad \sigma_z=\cos\theta\,s_z+\sin\theta\,s_x .$$

The first term of $\sigma_z$ shifts the levels. The second causes transitions, with matrix element $\sin\theta=\Delta_0/E$. Resonant absorption therefore needs the average

$$\int\!\!\int P\,\frac{\Delta_0^2}{E^2}\,\delta(E-\hbar\omega)\,d\Delta\,d\Delta_0
=\bar P\int_0^{\pi/2}\sin\theta\,d\theta=\bar P. \tag{1}$$

It does not depend on frequency. If $\Delta_0$ has a lower limit $m$, the angle starts at $\arcsin(m/\hbar\omega)$ and the average becomes $\bar P\sqrt{1-m^2/(\hbar\omega)^2}$. Phonons with $\hbar\omega<m$ then have no resonant partner, and in an infinite sample they would carry unlimited heat. The law below takes $m\to0$. It also takes the upper limit of $E$ far above $k_BT$.

The result, with resonant absorption as the sole limit on Debye phonons, is

$$\kappa=\frac{k_B^3T^2}{6\pi\hbar^2}\sum_\alpha\frac{1}{C_\alpha v_\alpha},\qquad
C_\alpha=\frac{\bar P\gamma_\alpha^2}{\rho v_\alpha^2}, \tag{2}$$

where $\rho$ is the mass density and $v_\alpha$ a sound speed. The TLS themselves are assumed to carry no heat from site to site.

## First derivation: counting phonons

**The absorption rate.** Consider a mode of branch $\alpha$ with wave number $q=\omega/v$ and occupation $n$, in a volume $V$. The branch index is dropped until the final sum. The squared strain matrix element for removing one phonon is $q^2\hbar n/(2\rho V\omega)$; for adding one, $n$ becomes $n+1$. Let $p_g$ and $p_e$ be the probabilities of the lower and upper TLS level. Fermi's golden rule gives

$$\dot n=-\sum_{\rm TLS}\frac{2\pi}{\hbar}\gamma^2\frac{\Delta_0^2}{E^2}\frac{q^2\hbar}{2\rho V\omega}\,\delta(E-\hbar\omega)\,[np_g-(n+1)p_e].$$

The bracket equals

$$(p_g-p_e)\left[n-\frac{p_e}{p_g-p_e}\right].$$

For a TLS at temperature $T$, $p_e/p_g=e^{-E/k_BT}$. At resonance this gives

$$p_g-p_e=\tanh\frac{\hbar\omega}{2k_BT},\qquad
\frac{p_e}{p_g-p_e}=\frac1{e^{\hbar\omega/k_BT}-1}\equiv n_0 .$$

Thus $\dot n=-(n-n_0)/\tau$. The relaxation-time form follows from the balance of absorption and emission. The sum over TLS is $V$ times the average (1), so

$$\frac1\tau=\frac{2\pi}{\hbar}\gamma^2\,\frac{\omega^2}{v^2}\,\frac{\hbar}{2\rho\omega}\,\bar P\tanh\frac{\hbar\omega}{2k_BT}
=\pi C\omega\tanh\frac{\hbar\omega}{2k_BT}. \tag{3}$$

The mean free path is $l=v\tau$. The hyperbolic tangent shows that a hot TLS absorbs less in net terms, because it is almost as likely to emit as to absorb.

**The heat current.** Let $T$ vary slowly along $z$. In the steady state drift balances relaxation:

$$v_z\frac{\partial n_0}{\partial T}\frac{dT}{dz}=-\frac{n-n_0}{\tau}.$$

The deviation $n-n_0$ is odd in the phonon direction, while the coupling strength is the same for $\mathbf q$ and $-\mathbf q$. To first order in the gradient the excess absorption from one side cancels the deficit from the other, so the TLS stay at the local temperature.

The heat current is the sum of $\hbar\omega v_z(n-n_0)$ over modes. Setting it equal to $-\kappa\,dT/dz$ gives

$$\kappa=\sum_\alpha\int\frac{d^3q}{(2\pi)^3}\,\hbar\omega\,v_z^2\,\tau\,\frac{\partial n_0}{\partial T}.$$

The angular average of $v_z^2$ is $v^2/3$, and $4\pi q^2dq/(2\pi)^3=\omega^2d\omega/(2\pi^2v^3)$. With $x=\hbar\omega/k_BT$,

$$\hbar\omega\frac{\partial n_0}{\partial T}=k_B\frac{x^2e^x}{(e^x-1)^2},\qquad
\tau=\frac{\coth(x/2)}{\pi C\omega}.$$

One power of $\omega$ cancels, and $\omega\,d\omega=(k_BT/\hbar)^2x\,dx$. Therefore

$$\kappa=\sum_\alpha\frac{k_B^3T^2}{6\pi^3\hbar^2C_\alpha v_\alpha}\,J,\qquad
J=\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}\coth\frac x2\,dx. \tag{4}$$

**The integral by parts.** Since $e^x/(e^x-1)^2=1/[4\sinh^2(x/2)]$, and the derivative of $\sinh^{-2}(x/2)$ is $-\cosh(x/2)/\sinh^3(x/2)$,

$$J=-\frac14\left[\frac{x^3}{\sinh^2(x/2)}\right]_0^\infty+\frac34\int_0^\infty\frac{x^2dx}{\sinh^2(x/2)}
=3\int_0^\infty\frac{x^2e^x}{(e^x-1)^2}dx .$$

The bracket vanishes at both ends. A second integration by parts gives $J=6\int_0^\infty x\,dx/(e^x-1)=6\cdot\pi^2/6=\pi^2$. Equation (4) becomes equation (2).

The power of $T$ can be read directly. The phonon heat capacity grows as $T^3$, while the path at fixed $x$ falls as $1/T$. If the TLS density instead varied as $E^\mu$ with $\mu<1$, equation (3) would contain $\omega^{1+\mu}$, and the same scaling would give $\kappa\propto T^{2-\mu}$. Numerical integration for $\mu=0.2$ gives an exponent of 1.80. Within this model the square thus reflects the flat distribution.

## Second derivation: strain waves and thermal emission

**The response of one TLS.** Now let the strain be a classical wave, $e(t)=\mathrm{Re}\,e_0e^{-i\omega t}$. The part of the Hamiltonian that matters for resonance is

$$H=\tfrac12E\,s_z+\gamma e\sin\theta\,s_x .$$

Write $\Omega=E/\hbar$. To first order in $e$, $\langle s_z\rangle$ keeps its equilibrium value $-\tanh(E/2k_BT)$. The Heisenberg equations for the averages are

$$\dot s_x=-\Omega s_y,\qquad
\dot s_y=\Omega s_x+\frac{2\gamma\sin\theta}{\hbar}\,e\tanh\frac{E}{2k_BT}.$$

Differentiating the first and inserting the second gives a driven oscillator:

$$\ddot s_x+\Omega^2s_x=-\frac{2\gamma\Omega\sin\theta}{\hbar}\,e\tanh\frac{E}{2k_BT}.$$

The TLS contributes a stress $\partial\langle H\rangle/\partial e=\gamma\sin\theta\,s_x$. With a weak damping $\eta$, its contribution to the complex elastic modulus is

$$\delta M=-\frac{2\gamma^2\Omega\sin^2\theta}{\hbar}\,
\frac{\tanh(E/2k_BT)}{\Omega^2-\omega^2-i\omega\eta}.$$

As $\eta\to0$, the imaginary part of the last denominator's inverse tends to $\pi\delta(\Omega^2-\omega^2)=\pi\delta(\Omega-\omega)/(2\omega)$. Using $\delta(\Omega-\omega)=\hbar\,\delta(E-\hbar\omega)$ and the average (1), the modulus per unit volume obeys

$$-\mathrm{Im}\,M=\pi\gamma^2\bar P\tanh\frac{\hbar\omega}{2k_BT}.$$

**From modulus to path.** The mean absorbed power is the average of stress times strain rate, $-\frac12\omega\,\mathrm{Im}M\,|e_0|^2$. The minus sign belongs to the convention $e^{-i\omega t}$. The wave carries an energy density $\frac12\rho v^2|e_0|^2$ at speed $v$. Dividing power by intensity gives

$$\frac1l=\frac{-\omega\,\mathrm{Im}M}{\rho v^3}
=\frac{\pi C\omega}{v}\tanh\frac{\hbar\omega}{2k_BT}, \tag{5}$$

which agrees with equation (3).

The absorption was tested without perturbation theory by solving the driven Schrödinger dynamics of a thermal ensemble. For $k_BT=0.7\hbar\omega$ and $\gamma e_0=10^{-4}\hbar\omega$, the energy gained between 40 and 80 periods was 0.9997 times the value from equation (5).

**Heat as emitted radiation.** In equilibrium, the phonon intensity per unit frequency and solid angle is the energy density times the speed:

$$B(\omega,T)=v\,\hbar\omega n_0\,\frac{\omega^2}{(2\pi)^3v^3}=\frac{\hbar\omega^3n_0}{8\pi^3v^2}.$$

Emission must replace absorption in equilibrium, so a slice $ds$ at local temperature $T$ emits $B(\omega,T)\,ds/l$ along a ray. Radiation arriving at $z=0$ with direction cosine $u$ was emitted at $z=-us$ and weakened by $e^{-s/l}$. To first order in the gradient,

$$I(u)=\int_0^\infty\frac{ds}{l}e^{-s/l}\left[B-us\frac{\partial B}{\partial T}\frac{dT}{dz}\right]
=B-ul\frac{\partial B}{\partial T}\frac{dT}{dz}.$$

The variation of $l$ with local temperature does not enter at this order: for constant $B$ the weights still sum to one. The flux is $2\pi\int_{-1}^1u\,I\,du$. The first term integrates to zero, and $\int_{-1}^1u^2du=2/3$ gives

$$\kappa=\sum_\alpha\frac{4\pi}{3}\int_0^\infty l\,\frac{\partial B}{\partial T}\,d\omega
=\sum_\alpha\frac1{6\pi^3C_\alpha v_\alpha}\int_0^\infty\hbar\omega^2\coth\frac x2\,\frac{\partial n_0}{\partial T}\,d\omega .$$

Changing to $x$ produces the integral $J$ again.

**The integral as a series.** With $y=e^{-x}$,

$$\frac{e^x}{(e^x-1)^2}\coth\frac x2=\frac{y}{(1-y)^2}\,\frac{1+y}{1-y}
=\sum_{n=1}^\infty n^2y^n .$$

The series follows by applying $y\,d/dy$ twice to $\sum y^n=1/(1-y)$. Since $\int_0^\infty x^3e^{-nx}dx=6/n^4$, the result is $J=6\sum n^{-2}=\pi^2$, and equation (2) follows.

## What each derivation assumes

Both use the flat distribution, weak coupling, TLS at the local temperature, and paths short compared with the sample. The last condition always fails for the longest waves, because $l$ grows as $1/x^2$ at small $x$. The law needs their share of the heat to be small. Both also add the effects of separate TLS without interference or mutual interaction.

The first treats phonons as particles with definite occupations and needs the golden rule for the transition rate. It yields relaxation toward $n_0$ directly, and shows why the temperature gradient leaves the TLS populations unchanged at first order.

The second needs a strain amplitude too small to change the TLS populations. The resonant attenuation (5) therefore applies equally to a weak external sound wave. The total attenuation of such a wave also includes relaxation, treated below, which can exceed the resonant part when $\hbar\omega\ll k_BT$. The second derivation obtains emission from equilibrium balance instead of calculating it. Because it follows each ray back to its source, it shows where size enters: the integral over $s$ must end at a surface.

## Corrections to the law

At small $x$, the integrand of $J$ tends to $x^3\cdot x^{-2}\cdot2/x=2$. Long waves thus retain a finite weight, and 20 percent of the heat is carried by $x<1$. Any weak extra scattering that is independent of frequency removes them first. Add $1/l_0$ to equation (5). At small $x$ its ratio to the resonant term is

$$\frac{a^2}{x^2},\qquad a^2=\frac{2\hbar v}{\pi Ck_BT\,l_0}.$$

For $a\ll1$, the fractional loss of $\kappa$ in one branch is

$$\frac1{\pi^2}\int_0^\infty\frac{2a^2}{x^2+a^2}\,dx=\frac a\pi. \tag{6}$$

**Boundaries.** A rough estimate takes $l_0=d$, the sample thickness. The loss then varies as $T^{-1/2}$. In the opposite limit, $l\gg d$, this estimate makes the path simply $d$. The heat capacity integral is $\int_0^\infty x^4e^x(e^x-1)^{-2}dx=4\pi^4/15$, so

$$\kappa\simeq\frac{2\pi^2}{45}\,\frac{k_B^4T^3d}{\hbar^3}\sum_\alpha\frac1{v_\alpha^2}. \tag{7}$$

In this estimate the TLS parameters have disappeared and the power is three. A slab departs from it. For flow across the slab the ballistic path is $3d/4$. For flow along diffusely scattering faces the path grows as $d\ln(l/d)$, so the TLS parameters survive in the logarithm and the power falls below three.

**Relaxation.** Strain also shifts $E$ by $2\gamma e\cos\theta$, and the populations follow with a delay $\tau_1$. Summing one-phonon emission and absorption over modes gives

$$\frac1{\tau_1}=A\Delta_0^2E\coth\frac{E}{2k_BT},\qquad
A=\sum_\alpha\frac{\gamma_\alpha^2}{2\pi\rho\hbar^4v_\alpha^5}.$$

This is the golden rule with mode density $V\omega^2/(2\pi^2v^3)$ and the factor $2n_0+1=\coth(E/2k_BT)$. The equilibrium value of $s_z$ changes by $-(\gamma e\cos\theta/k_BT)\,\mathrm{sech}^2(E/2k_BT)$. A delayed response divides this by $1-i\omega\tau_1$. The stress is $\gamma\cos\theta$ times the result, hence

$$\frac1{l_{\rm rel}}=\frac{\gamma^2}{\rho v^3k_BT}\int\!\!\int P\cos^2\theta\,\mathrm{sech}^2\frac{E}{2k_BT}\,
\frac{\omega^2\tau_1}{1+\omega^2\tau_1^2}\,d\Delta\,d\Delta_0 .$$

The last fraction is at most $1/\tau_1$, and approaches it for $\omega\tau_1\gg1$. The angular integral is $\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta=1/3$. With $w=E/k_BT$, the product $\mathrm{sech}^2(w/2)\coth(w/2)$ is $2/\sinh w$, and $\int_0^\infty w^3dw/\sinh w=\pi^4/8$. Thus

$$\frac1{l_{\rm rel}}\le\frac{C}{v}\,\frac{\pi^4}{12}A(k_BT)^3 .$$

At fixed $x$, this bound grows as $T^2$ relative to resonant scattering. Treated as $1/l_0$ in equation (6), it gives $a\propto T$, so the loss of $\kappa$ grows as $T$.

**Rayleigh scattering.** Suppose each volume $V_0$ has an independent density fluctuation comparable with $\rho$. For a scalar wave, the scattered amplitude at distance $r$ is $q^2V_0/(4\pi r)$ times the incident one. The cross-section is $q^4V_0^2/(4\pi)$. With one scatterer per $V_0$, $1/l_R=V_0q^4/(4\pi)$. Its ratio to resonant scattering grows as $T^3$ at fixed $x$.

## Numbers for a silica-like glass

The inputs are rough typical values for vitreous silica: $\rho=2200$ kg/m³, sound speeds 5800 and 3750 m/s, couplings 1.00 and 0.65 eV, and $\bar P=0.13$ (eV nm³)$^{-1}$, or $8.1\times10^{44}$ J$^{-1}$m$^{-3}$. For the longitudinal branch,

$$C_l=\frac{8.114\times10^{44}\,(1.602\times10^{-19})^2}{2200\,(5800)^2}=2.81\times10^{-4}.$$

The same arithmetic gives $C_t=2.84\times10^{-4}$. The terms of the sum in equation (2) are 0.613 s/m for the longitudinal branch and 1.875 s/m for both transverse branches. The latter carry 75 percent of the heat. Then

$$\frac{\kappa}{T^2}=\frac{k_B^3}{6\pi\hbar^2}(0.613+1.875)\ \mathrm{s/m}
=0.031\ \mathrm{W\,m^{-1}K^{-3}}.$$

The heat-weighted mean of $x$ is 2.9, so $x=3$ serves as a reference point. It is not a sufficient measure of the sample size needed, because longer waves travel much farther. With $l_0=d$, equation (6) gives a loss of about 7 percent even when the sample is a hundred times thicker than the path at $x=3$. At 1 K the transverse path at $x=3$ is 12 µm, or about 200 wavelengths, which supports treating the waves as well-defined phonons. At 0.1 K it is about 120 µm.

For a plate 10 mm thick, in the estimate $l_0=d$, boundaries lower $\kappa$ by 8.6 percent at 0.1 K and 2.7 percent at 1 K, relative to equation (2). The ratio is close to $\sqrt{10}$, as equation (6) requires. At 1 K the relaxational bound costs 1.4 percent and Rayleigh scattering, with $V_0=0.045$ nm³, 1.0 percent. At 3 K they cost 4.3 and 14 percent. Real vitreous silica at 3 K conducts much less than equation (2) gives even after these reductions, so the law should not be used there. Each loss is computed with the other effects absent.

A 1000 nm film behaves differently. The boundary estimate removes 99 percent of the bulk value at 0.1 K and 93 percent at 1 K. In this estimate $\kappa$ at 0.1 K falls from $3.1\times10^{-4}$ to $2.3\times10^{-6}$ W/(m K), and its temperature exponent is 2.99, close to equation (7). Both values keep the bulk density of modes. When the path is fixed by the thickness, however, the heat-weighted mean of $x$ rises to 4.8. At 0.1 K the wavelength there is about 380 nm for transverse and 580 nm for longitudinal waves, comparable with the film thickness. The discrete modes across the film can then change $\kappa$ by tens of percent and shift the exponent, so the 0.1 K film values give only the order of magnitude.

Real vitreous silica near 1 K conducts a few hundredths of a W/(m K), the size found here, with an exponent somewhat below two. A slowly rising TLS density could account for that exponent, but this is a conjecture. In a thin film the assumption of a large sample fails. The reductions just given are only estimates, because setting $l_0=d$ ignores the direction of the heat flow and the roughness of the faces. For heat flowing along a film with $l\gg d$, phonons moving nearly parallel to the faces have paths longer than $d$ even if the faces scatter diffusely, so the loss is smaller than estimated. Solving the transport equation for flow along diffuse faces, with bulk modes, gives film losses of 97 percent at 0.1 K and 85 percent at 1 K. At 0.1 K, $\kappa$ is then $8.6\times10^{-6}$ W/(m K), nearly four times the estimate, with exponent 2.8. The plate losses become 5.6 and 1.8 percent for flow along the plate, and about 10 and 3 percent for flow across it, taking $l_0=3d/4$. Smooth faces would reduce it further. At 300 K equation (2) would give about 2800 W/(m K), whereas silica conducts roughly 1 W/(m K), because other scattering and strongly disordered vibrations then control the heat flow.

For this parameter set, equation (2) suits a centimetre-thick piece between 0.1 and 1 K if errors of up to about ten percent from the listed effects are acceptable. For real silica the exponent adds a further error: if it is 1.9 instead of 2, the conductivity at 0.1 K lies 26 percent above a $T^2$ law matched at 1 K. Measured values are then the better choice. For a micrometre film in that range, the thickness must enter the calculation if heat flows across the film, or along it between rough faces. Along a free-standing film with faces smooth on the scale of the wavelength, reflection preserves the wave vector along the film. It can convert longitudinal into transverse waves and so change their velocity along the film, but near 1 K the bulk law can remain a fair estimate. The three lowest plate modes are two-dimensional, and with resonant scattering alone their heat current grows logarithmically with the lateral size. Cut off by relaxation, the long-wave modes add several percent at 1 K. At 0.1 K they raise $\kappa$ to about three times equation (2) in a very large film, and they add about 30 percent of equation (2) when the lateral size is 1 mm, so there the discrete modes must be computed. The numerical output below gives the remaining values; its relaxational losses are upper bounds, and its plate and film losses use the estimate $l_0=d$.

## Numbers as computed

```
TESTS (computed / formula unless stated)
driven TLS absorption ratio: 0.9997
TLS average with lower limit 0.05: 0.92271, 0.92271
thermal integral J: 9.869604; pi^2: 9.869604
exponent for TLS density E^0.2: 1.8000
TLS decay rate, mode sum ratio: 1.0052
relaxational loss ratio: 0.9999
relaxational average / bound, fast sound: 1.0000
relaxational average / bound, slow sound: 0.4234
share of heat carried by x < 1: 0.2025
heat-weighted mean x: 2.923
INPUTS (rough, vitreous silica)
density: 2200 kg/m^3
sound speeds l, t: 5800, 3750 m/s
couplings l, t: 1.00, 0.65 eV
Pbar: 0.13 1/(eV nm^3) = 8.114e+44 1/(J m^3)
Rayleigh disorder volume: 0.045 nm^3
plate: 10 mm; film: 1000 nm
RESULTS
C_l, C_t: 2.814e-04, 2.844e-04
sum terms 1/(C v), l and both t: 0.6126, 1.8750 s/m
share of kappa, both transverse: 0.754
kappa/T^2: 3.1231e-02 W/(m K^3)
T=0.1 K, x=3: omega 3.928e+10 rad/s, path l, t 184.52, 118.04 um
T=1.0 K, x=3: omega 3.928e+11 rad/s, path l, t 18.45, 11.80 um
transverse path / wavelength at x=3: 197
LOSS OF KAPPA from each neglected effect, percent
T=0.1 K: kappa law 3.123e-04 W/(m K)
  relaxational 1.43e-01, Rayleigh 1.08e-03, plate 8.64, film 99.26
T=0.3 K: kappa law 2.811e-03 W/(m K)
  relaxational 4.29e-01, Rayleigh 2.92e-02, plate 4.98, film 97.84
T=1.0 K: kappa law 3.123e-02 W/(m K)
  relaxational 1.43e+00, Rayleigh 1.01e+00, plate 2.72, film 93.38
T=3.0 K: kappa law 2.811e-01 W/(m K)
  relaxational 4.32e+00, Rayleigh 1.43e+01, plate 1.57, film 83.65
film kappa at 0.1 K: 2.306e-06 W/(m K)
film kappa at 1 K: 2.067e-03 W/(m K)
exponent at 0.1 K, plate: 2.047
exponent at 0.1 K, film: 2.987
law misused at 300 K: 2811 W/(m K)
```
